# Esaki-Tsu drift velocity and critical field of a 10 nm superlattice: a program that tests the result

```python
# Esaki-Tsu drift velocity of electrons in a cosine miniband.
# Result under test:
#   v_d = (width*d/(2*hbar)) * a/(1 + a^2),  a = omega_B*tau,
#   omega_B = e*F*d/hbar, with its maximum at F_c = hbar/(e*d*tau).
# Symbols: width = full miniband width (J), d = period (m),
#   tau = scattering time (s), F = field magnitude (V/m).
# The force e*F points along +x. Each collision resets k to 0.
# For thermal electrons v_d is multiplied by I1(z)/I0(z), z = width/(2 kB T).
import numpy as np
from scipy.constants import e, hbar, k as kB, m_e
from scipy.integrate import simpson
from scipy.optimize import minimize_scalar
from scipy.special import ive

meV = 1e-3 * e
d, width, tau, temperature = 10e-9, 40 * meV, 0.5e-12, 300.0


def band_energy(k, width, d):
    return -0.5 * width * np.cos(k * d)


def group_velocity(k, width, d):
    """Numerical derivative of the band energy."""
    dk = 1e-4 / d
    return (band_energy(k + dk, width, d)
            - band_energy(k - dk, width, d)) / (2 * dk * hbar)


s_grid = np.linspace(0.0, 40.0, 40001)   # time since collision / tau


def drift_by_quadrature(F, width, d, tau):
    k = e * F * tau * s_grid / hbar
    return simpson(np.exp(-s_grid) * group_velocity(k, width, d), x=s_grid)


def drift_formula(F, width, d, tau):
    a = e * F * d * tau / hbar
    return width * d / (2 * hbar) * a / (1 + a * a)


def critical_field(d, tau):
    return hbar / (e * d * tau)


F_c = critical_field(d, tau)
v_peak = width * d / (4 * hbar)
ratios = [0.25, 0.5, 1.0, 2.0, 4.0]

# Drift velocity: collision average of the band velocity against the formula
table = []
for r in ratios:
    v_num = drift_by_quadrature(r * F_c, width, d, tau)
    assert abs(v_num / drift_formula(r * F_c, width, d, tau) - 1) < 1e-6
    table.append((r, r * F_c, v_num))

# Peak position and height found by numerical maximisation, varied parameters
for w, p, t in [(width, d, tau), (width / 2, d, tau),
                (width, d / 2, tau), (width, d, 0.4 * tau)]:
    best = minimize_scalar(lambda F: -drift_by_quadrature(F, w, p, t),
                           bounds=(1e4, 2e6), method="bounded",
                           options={"xatol": 1.0})
    assert abs(best.x / critical_field(p, t) - 1) < 2e-4
    assert abs(-best.fun / (w * p / (4 * hbar)) - 1) < 1e-6

# Weak-field mobility with the mass from the numerical band curvature
dk = 1e-3 / d
curvature = (band_energy(dk, width, d) - 2 * band_energy(0.0, width, d)
             + band_energy(-dk, width, d)) / dk**2
mass = 2 * hbar**2 / (width * d**2)
assert abs(hbar**2 / curvature / mass - 1) < 1e-5
F_weak = 1e-3 * F_c
mobility = e * tau / mass
assert abs(drift_by_quadrature(F_weak, width, d, tau)
           / (mobility * F_weak) - 1) < 1e-5

# Strong-field law; the leading correction is 1/a^2 = 4e-4 at a = 50
F_strong = 50 * F_c
assert abs(drift_by_quadrature(F_strong, width, d, tau)
           / (width / (2 * e * F_strong * tau)) - 1) < 1e-3

# Quantum test of the motion between collisions: packet on a chain
sites = np.arange(-150, 251)
hop = np.full(len(sites) - 1, -width / 4 / meV)
H = (np.diag(-e * F_c * d / meV * sites)
     + np.diag(hop, 1) + np.diag(hop, -1))
levels, states = np.linalg.eigh(H)
packet = np.exp(-sites**2 / (4 * 15.0**2))
packet /= np.linalg.norm(packet)
coeff = states.T @ packet
bloch_period = 2 * np.pi * hbar / (e * F_c * d)
worst_shift = 0.0
for t in np.linspace(0, bloch_period, 9):
    psi = states @ (np.exp(-1j * levels * meV * t / hbar) * coeff)
    centre = np.sum(sites * abs(psi)**2)
    expected = (width / (2 * e * F_c * d)
                * (1 - np.cos(e * F_c * d * t / hbar)))
    worst_shift = max(worst_shift, abs(centre - expected))
# finite packet width lowers the excursion by about 0.02 site
assert worst_shift < 0.03

# Random flights at F_c: distance by energy conservation, then reset to k = 0
rng = np.random.default_rng(7)
flights = rng.exponential(tau, 1_000_000)
k_end = e * F_c * flights / hbar
distance = (band_energy(k_end, width, d)
            - band_energy(0.0, width, d)) / (e * F_c)
v_random = distance.sum() / flights.sum()
assert abs(v_random / v_peak - 1) < 6e-3      # statistical error about 1e-3
frac_negative_mass = np.exp(-np.pi / 2)
frac_boundary = np.exp(-np.pi)
assert abs(np.mean(k_end * d > np.pi / 2) - frac_negative_mass) < 2e-3
assert abs(np.mean(k_end * d > np.pi) - frac_boundary) < 1e-3

# Thermal electrons: Boltzmann equation solved on a periodic k grid
n = 800
step = 2 * np.pi / n
k_zone = (-np.pi + step * np.arange(n)) / d
energy = band_energy(k_zone, width, d)
f0 = np.exp(-energy / (kB * temperature))
f0 /= f0.sum()
eye = np.eye(n)
derivative = (np.roll(eye, 1, axis=1) - np.roll(eye, -1, axis=1)) / (2 * step)
z = width / (2 * kB * temperature)
thermal_factor = ive(1, z) / ive(0, z)
for r in ratios:
    F = r * F_c
    a = e * F * d * tau / hbar
    f = np.linalg.solve(eye + a * derivative, f0)
    v_thermal = np.sum(f * group_velocity(k_zone, width, d))
    predicted = thermal_factor * drift_formula(F, width, d, tau)
    assert abs(v_thermal / predicted - 1) < 1e-4
    gained = np.sum((f - f0) * energy)
    assert abs(e * F * v_thermal * tau / gained - 1) < 1e-4
    if r == 1.0:
        v_thermal_peak = v_thermal

# Energy balance for the cold start, from the flight-averaged band energy
for r in ratios:
    F = r * F_c
    gain = simpson(np.exp(-s_grid)
                   * (band_energy(e * F * tau * s_grid / hbar, width, d)
                      - band_energy(0.0, width, d)), x=s_grid)
    power_tau = e * F * tau * drift_by_quadrature(F, width, d, tau)
    assert abs(power_tau / gain - 1) < 1e-6

print(f"period d = {d*1e9:.1f} nm")
print(f"miniband width = {width/meV:.1f} meV")
print(f"scattering time tau = {tau*1e12:.2f} ps")
print(f"critical field F_c = {F_c/1e5:.4f} kV/cm")
print(f"critical field F_c = {F_c:.4e} V/m")
print(f"peak drift velocity (cold start) = {v_peak:.4e} m/s")
print(f"velocity prefactor width*d/(2 hbar) = {2*v_peak:.4e} m/s")
print(f"omega_B at F_c = {e*F_c*d/hbar:.4e} rad/s")
print(f"Bloch period at F_c = {bloch_period*1e12:.4f} ps")
print(f"band-bottom mass = {mass/m_e:.5f} electron masses")
print(f"low-field mobility = {mobility*1e4:.4e} cm^2/(V s)")
print("drift velocity from the collision average:")
for r, F, v in table:
    print(f"  F/F_c = {r:.2f}: F = {F/1e5:.4f} kV/cm, v_d = {v:.4e} m/s")
print(f"peak velocity from random flights = {v_random:.3e} m/s")
print(f"mean distance per flight at F_c = {v_peak*tau*1e9:.2f} nm")
print(f"full Bloch excursion at F_c = {width/(e*F_c)*1e9:.1f} nm")
print(f"largest packet deviation on the chain = {worst_shift:.4f} periods")
print(f"flights reaching kd > pi/2 at F_c = {100*frac_negative_mass:.2f} %")
print(f"flights reaching kd > pi at F_c = {100*frac_boundary:.2f} %")
print(f"energy drop per period e*F_c*d = {e*F_c*d/meV:.4f} meV")
print(f"ratio e*F_c*d/width = {e*F_c*d/width:.4f}")
print(f"temperature of thermal case = {temperature:.0f} K")
print(f"width/(2 kB T) = {z:.4f}")
print(f"thermal factor I1/I0 = {thermal_factor:.4f}")
print(f"thermal peak velocity (Boltzmann grid) = {v_thermal_peak:.4e} m/s")
print("critical field at the same period for other scattering times:")
for t in (0.1e-12, 0.5e-12, 1.0e-12):
    print(f"  tau = {t*1e12:.1f} ps: F_c = {critical_field(d, t)/1e5:.4f} kV/cm")
print("no test failed")
```

Running it gives:

```
period d = 10.0 nm
miniband width = 40.0 meV
scattering time tau = 0.50 ps
critical field F_c = 1.3164 kV/cm
critical field F_c = 1.3164e+05 V/m
peak drift velocity (cold start) = 1.5193e+05 m/s
velocity prefactor width*d/(2 hbar) = 3.0385e+05 m/s
omega_B at F_c = 2.0000e+12 rad/s
Bloch period at F_c = 3.1416 ps
band-bottom mass = 0.03810 electron masses
low-field mobility = 2.3082e+04 cm^2/(V s)
drift velocity from the collision average:
  F/F_c = 0.25: F = 0.3291 kV/cm, v_d = 7.1495e+04 m/s
  F/F_c = 0.50: F = 0.6582 kV/cm, v_d = 1.2154e+05 m/s
  F/F_c = 1.00: F = 1.3164 kV/cm, v_d = 1.5193e+05 m/s
  F/F_c = 2.00: F = 2.6328 kV/cm, v_d = 1.2154e+05 m/s
  F/F_c = 4.00: F = 5.2657 kV/cm, v_d = 7.1495e+04 m/s
peak velocity from random flights = 1.520e+05 m/s
mean distance per flight at F_c = 75.96 nm
full Bloch excursion at F_c = 303.9 nm
largest packet deviation on the chain = 0.0169 periods
flights reaching kd > pi/2 at F_c = 20.79 %
flights reaching kd > pi at F_c = 4.32 %
energy drop per period e*F_c*d = 1.3164 meV
ratio e*F_c*d/width = 0.0329
temperature of thermal case = 300 K
width/(2 kB T) = 0.7736
thermal factor I1/I0 = 0.3605
thermal peak velocity (Boltzmann grid) = 5.4769e+04 m/s
critical field at the same period for other scattering times:
  tau = 0.1 ps: F_c = 6.5821 kV/cm
  tau = 0.5 ps: F_c = 1.3164 kV/cm
  tau = 1.0 ps: F_c = 0.6582 kV/cm
no test failed
```
